# The Resolution-of-Identity RPA Correlation Energy from Sylvester's Determinant Identity

Before computing a correlation energy in the direct random-phase approximation (RPA), one must decide which matrix to build. The energy can be obtained from a matrix labelled by particle-hole pairs or from one labelled by auxiliary functions. For a single BeH₂ molecule in the basis used below, the two have dimensions 84 and 79, and both are small. For a row of eight such molecules they have dimensions 5376 and 632. Once the Coulomb integrals are fitted in the auxiliary functions, both matrices give the same determinant, so the choice between them affects the cost and not the energy; the fitting itself introduces an error, whose sign is found below. This section proves that, and finds what each route costs.

## The energy in pair space

Take a closed-shell reference determinant with real orbitals, $i,j$ occupied and $a,b$ virtual, and orbital energies $\varepsilon$. Hartree atomic units are used. For each of the $N_{ov}$ spatial pairs $ia$ define

$$
\Delta_{ia}=\varepsilon_a-\varepsilon_i>0,\qquad D=\mathrm{diag}(\Delta_{ia}),\qquad K_{ia,jb}=(ia|jb), \tag{1}
$$

where $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$ and $ia$ inside the bracket stands for the density $\rho_{ia}=\phi_i\phi_a$. The matrix $K$ is positive semidefinite, because in Fourier space $(f|f)=\int (4\pi/k^2)|f(\mathbf k)|^2\,d^3k/(2\pi)^3\ge 0$.

Direct RPA keeps the Coulomb coupling between pairs and drops exchange from it. Its excitation energies $\Omega$ solve

$$
AX+CY=\Omega X,\qquad -CX-AY=\Omega Y, \tag{2}
$$

and its correlation energy is defined here by the plasmon formula

$$
E_c=\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}\,A\Big), \tag{3}
$$

with the sum over positive $\Omega_n$. It is the zero-point energy of the coupled oscillators, less its value to first order in the coupling.

**Spin.** For spin-conserving pairs, the Coulomb integral couples $ia\!\uparrow$ and $ia\!\downarrow$ equally to both spins of $jb$. The $2\times2$ spin factor multiplying $K$ is therefore a matrix of ones, with eigenvalues 2 (singlet) and 0 (triplet). Triplet and spin-flip pairs have $A=D$, $C=0$ and $\Omega=\Delta$, so they cancel from (3). For singlets,

$$
A=D+2K,\qquad C=2K. \tag{4}
$$

Adding and subtracting the two equations in (2) gives

$$
(A-C)(X-Y)=\Omega(X+Y),\qquad (A+C)(X+Y)=\Omega(X-Y).
$$

Eliminating $X-Y$ leaves $(A-C)(A+C)(X+Y)=\Omega^2(X+Y)$. By (4), $A-C=D$ and $A+C=D+4K$. A similarity transformation of $D(D+4K)$ with $D^{1/2}$ makes it symmetric, so the $\Omega_n^2$ are the eigenvalues of

$$
M=D^{1/2}(D+4K)D^{1/2}=D^2+4D^{1/2}KD^{1/2}. \tag{5}
$$

Since $D>0$ and $K\ge0$, $M$ is positive definite and all $\Omega_n$ are real. Equation (3) becomes

$$
E_c=\tfrac12\mathrm{Tr}\,(M^{1/2}-D)-\mathrm{Tr}\,K. \tag{6}
$$

## From square roots to a log-determinant

The square root in (6) is that of a matrix of order $N_{ov}$, and is usually found by diagonalization. A frequency integral replaces it by a determinant, whose order can then be reduced. For $a,b>0$,

$$
a-b=\frac1\pi\int_0^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega. \tag{7}
$$

Both sides vanish at $a=b$. The derivative of the right side with respect to $a$ is $\frac1\pi\int_0^\infty 2a/(\omega^2+a^2)\,d\omega=1$, equal to that of the left.

There are as many $\Omega_n$ as $\Delta_{ia}$. Applying (7) to them in any pairing and summing the logarithms gives

$$
\tfrac12\mathrm{Tr}(M^{1/2}-D)=\frac1{2\pi}\int_0^\infty\ln\frac{\det(\omega^2+M)}{\det(\omega^2+D^2)}\,d\omega. \tag{8}
$$

Let $R=\omega^2+D^2$, which is diagonal and commutes with $D$. From (5),

$$
\omega^2+M=R+4D^{1/2}KD^{1/2}=R^{1/2}(1+P)R^{1/2},
$$

$$
P(\omega)=4WKW,\qquad W^2=D(D^2+\omega^2)^{-1}. \tag{9}
$$

The factors $\det R$ cancel, so the ratio in (8) is $\det(1+P)$. The last term of (6) can be brought under the same integral. Since $\int_0^\infty\Delta/(\Delta^2+\omega^2)\,d\omega=\pi/2$,

$$
\frac1{2\pi}\int_0^\infty\mathrm{Tr}\,P\,d\omega=\frac{4}{2\pi}\cdot\frac{\pi}{2}\,\mathrm{Tr}\,K=\mathrm{Tr}\,K. \tag{10}
$$

Hence

$$
E_c=\frac1{2\pi}\int_0^\infty\big\{\ln\det[1+P(\omega)]-\mathrm{Tr}\,P(\omega)\big\}\,d\omega. \tag{11}
$$

At large $\omega$, $P\propto\omega^{-2}$. The trace cancels the linear term of the logarithm, and the integrand falls as $\omega^{-4}$.

## Factorizing the integrals

Equation (11) still contains a determinant of order $N_{ov}$. To reduce it, expand each pair density in $N_{aux}$ auxiliary functions $\chi_P$, $\tilde\rho_{ia}=\sum_P c_{P,ia}\chi_P$, and choose the coefficients to minimize the Coulomb self-energy of the residual, $(\rho_{ia}-\tilde\rho_{ia}|\rho_{ia}-\tilde\rho_{ia})$. Setting the derivative with respect to $c_{P,ia}$ to zero gives

$$
\sum_Q V_{PQ}\,c_{Q,ia}=(P|ia),\qquad V_{PQ}=(P|Q). \tag{12}
$$

For linearly independent functions $V$ is positive definite and has a Cholesky factorization $V=LL^T$. The fitted integrals are

$$
\tilde K_{ia,jb}=(\tilde\rho_{ia}|\tilde\rho_{jb})=\sum_{PQ}(ia|P)(V^{-1})_{PQ}(Q|jb),
$$

that is,

$$
\tilde K=B^TB,\qquad B_{P,ia}=\sum_Q(L^{-1})_{PQ}(Q|ia). \tag{13}
$$

This is the resolution-of-identity approximation. From here on $\tilde K$ replaces $K$ in (9) and (11). It is positive semidefinite, so every step above still holds.

## Moving the determinant

Let $X$ be $n\times m$ and $Y$ be $m\times n$ (new matrices, unrelated to the amplitudes in (2)). Sylvester's identity is

$$
\det(1_n+XY)=\det(1_m+YX). \tag{14}
$$

To prove it, factorize one block matrix in two ways:

$$
\begin{pmatrix}1&-X\\Y&1\end{pmatrix}
=\begin{pmatrix}1&0\\Y&1\end{pmatrix}\begin{pmatrix}1&-X\\0&1+YX\end{pmatrix}
=\begin{pmatrix}1+XY&-X\\0&1\end{pmatrix}\begin{pmatrix}1&0\\Y&1\end{pmatrix}.
$$

In the first product the lower right block is $-YX+1+YX=1$. In the second the upper left block is $1+XY-XY=1$. The determinant of a block-triangular matrix is the product of the determinants of its diagonal blocks, so the two products give the two sides of (14).

Now split $P$ at its narrow waist. With $X=2WB^T$, of size $N_{ov}\times N_{aux}$, and $Y=2BW$,

$$
XY=4WB^TBW=P,\qquad YX=4BW^2B^T\equiv Q. \tag{15}
$$

The factor 4 is shared equally and survives in both products. Equation (14) gives $\det(1+P)=\det(1+Q)$, and cyclic invariance gives $\mathrm{Tr}\,P=\mathrm{Tr}\,Q$. Therefore

$$
\boxed{E_c=\frac1{2\pi}\int_0^\infty\big\{\ln\det[1+Q(\omega)]-\mathrm{Tr}\,Q(\omega)\big\}\,d\omega} \tag{16}
$$

$$
Q_{PQ}(\omega)=4\sum_{ia}B_{P,ia}\,\frac{\Delta_{ia}}{\Delta_{ia}^2+\omega^2}\,B_{Q,ia}. \tag{17}
$$

Moving the determinant introduces no error. The error relative to (3) with unfitted integrals comes from (13), and from evaluating the integral numerically.

The reason nothing is lost can be seen from the eigenvectors. If $XYu=qu$ with $q\neq0$, then $Yu\ne0$ and $YX(Yu)=q\,Yu$. The same argument runs in reverse, so $P$ and $Q$ share their nonzero eigenvalues. The larger matrix has additional zeros, each contributing a factor 1 to the determinant.

For any vector $y$, $y^TQy=4\sum_{ia}\Delta_{ia}(B^Ty)_{ia}^2/(\Delta_{ia}^2+\omega^2)\ge0$. Thus $1+Q$ is positive definite. If $G$ is its Cholesky factor, $\ln\det(1+Q)=2\sum_P\ln G_{PP}$. Each eigenvalue $q\ge0$ contributes $\ln(1+q)-q\le0$ to the integrand, hence $E_c\le0$.

**What $Q$ means.** Consider $\omega=0$. If the orbitals respond independently, a weak static potential $v$ adds to an occupied orbital $\phi_i$, in first order, the virtual admixture $-\sum_a\phi_a v_{ia}/\Delta_{ia}$. It also mixes occupied orbitals, $\phi_j$ into $\phi_i$ with coefficient $v_{ij}/(\varepsilon_i-\varepsilon_j)$ and $\phi_i$ into $\phi_j$ with the opposite coefficient, so these terms cancel in the density. With two electrons per orbital, and two equal terms from varying $\phi_i^2$, the density changes by $-4\sum_{ia}\rho_{ia}v_{ia}/\Delta_{ia}$. The combinations $f_Q=\sum_R\chi_R(L^{-T})_{RQ}$ satisfy $(f_P|f_Q)=\delta_{PQ}$ and $(f_Q|ia)=B_{Q,ia}$. If $v$ is the Coulomb potential of $f_Q$, the induced density has Coulomb overlap $-Q_{PQ}(0)$ with $f_P$. In RPA the electrons respond to the total charge, external plus induced. Within the auxiliary space, induced $=-Q\,\times$ total, so external $=(1+Q)\,\times$ total. The matrix $1+Q(0)$ is therefore a static dielectric matrix.

## Two limits

**Weak coupling.** The leading term of the integrand is $-\frac12\mathrm{Tr}\,Q^2=-\frac12\mathrm{Tr}\,P^2$. Partial fractions give, for $\Delta\neq\Delta'$ and by continuity for $\Delta=\Delta'$,

$$
\int_0^\infty\frac{\Delta\Delta'\,d\omega}{(\Delta^2+\omega^2)(\Delta'^2+\omega^2)}
=\frac{\Delta\Delta'}{\Delta'^2-\Delta^2}\,\frac\pi2\Big(\frac1\Delta-\frac1{\Delta'}\Big)=\frac{\pi}{2(\Delta+\Delta')}.
$$

With the factor $4^2=16$ from $P^2$,

$$
E^{(2)}=-\frac{16}{4\pi}\sum_{ia,jb}\frac{\pi\,\tilde K_{ia,jb}^2}{2(\Delta_{ia}+\Delta_{jb})}=-2\sum_{ia,jb}\frac{\tilde K_{ia,jb}^2}{\Delta_{ia}+\Delta_{jb}}, \tag{18}
$$

the direct part of second-order perturbation theory. The remainder $E_c-E^{(2)}$ cannot be negative: $\ln(1+q)-q+q^2/2$ vanishes at $q=0$ and has derivative $q^2/(1+q)\ge0$.

**Small gap.** For one pair, (6) reads $E_c=\frac12(\sqrt{\Delta^2+4\Delta K}-\Delta)-K$. At fixed $K$ it tends to $-K$ as $\Delta\to0$, whereas (18) gives $-K^2/\Delta$ and diverges. The logarithm in (16) removes this divergence.

## The sign of the fitting error

Equation (12) says that the residual $\delta_{ia}=\rho_{ia}-\tilde\rho_{ia}$ satisfies $(P|\delta_{ia})=0$ for every auxiliary function, so $(\tilde\rho_{ia}|\delta_{jb})=0$. The cross terms in $(\tilde\rho_{ia}+\delta_{ia}|\tilde\rho_{jb}+\delta_{jb})$ then vanish, and

$$
K_{ia,jb}-\tilde K_{ia,jb}=(\delta_{ia}|\delta_{jb}). \tag{19}
$$

The right side is a matrix of Coulomb inner products, hence positive semidefinite. Now increase the integrals along $\tilde K+t(K-\tilde K)$, $0\le t\le1$, with orbitals and gaps fixed. Since $d\ln\det(1+P)=\mathrm{Tr}[(1+P)^{-1}dP]$, (11) gives

$$
dE_c=-\frac1{2\pi}\int_0^\infty\mathrm{Tr}\big[P(1+P)^{-1}\,dP\big]\,d\omega\le0, \tag{20}
$$

because the trace of a product of two positive semidefinite matrices is not negative. The fitted energy therefore lies above the unfitted one. Enlarging the auxiliary set by adding functions can only lower it: for any combination of pair densities, (19) gives the smallest residual self-energy available in the auxiliary span, and a larger span cannot raise that minimum. The argument needs the Coulomb metric and the same orbitals on both sides.

## Cost

Let the system grow at fixed basis quality, so that the numbers of occupied orbitals, virtual orbitals and auxiliary functions are all proportional to its size $N$. Then $N_{ov}\propto N^2$ and $N_{aux}\propto N$. With dense matrices, each frequency requires:

- $N_{aux}^2N_{ov}=O(N^4)$ multiplications for the matrix product in (17);
- $O(N_{aux}^3)=O(N^3)$ for the determinant of $1+Q$;
- in pair space instead, about $N_{ov}^3/3=O(N^6)$ for the determinant of $1+P$ by elimination.

The fourth power thus comes from building $Q$, not from its determinant. Preparing $B$ is also $O(N^4)$: the two orbital transformations of the three-index integrals and the triangular solve in (13) each involve four indices that grow with $N$. This is done once.

The number of frequencies $N_\omega$ multiplies the cost. The integrand is singular at $\omega=\pm i\Delta_{ia}$ and $\pm i\Omega_n$, and the number of points depends on where these singularities lie relative to the frequency grid. Under the map $\omega=(1+x)/(1-x)$ used below, $\omega=\pm i\Delta$ goes to $x=(\pm i\Delta-1)/(\pm i\Delta+1)$, which approaches the end point $-1$ as $\Delta\to0$ and the end point $+1$ as $\Delta\to\infty$. Gaps much smaller or much larger than the scale of the map, here 1 hartree, therefore call for more points. Rescaling the map can centre it on one gap, but not on both ends of a wide range of gaps. A single diagonalization of $M$ needs no frequencies at all, and the fair comparison with it is $N_\omega N_{aux}^2N_{ov}$ against a constant times $N_{ov}^3$.

The reduction rests on the narrow inner dimension of $B^TB$, which limits the rank of $\tilde K$ to $N_{aux}$. An exchange integral $(ib|ja)=\sum_PB_{P,ib}B_{P,ja}$ mixes the two pair labels. The sum over $P$ then no longer separates $ia$ from $jb$, and does not limit the rank of the exchange matrix in $ia,jb$ to $N_{aux}$. For two of the BeH₂ molecules below, $\tilde K$ has rank 158, whereas 295 of the 336 eigenvalues of the exchange matrix built from the same $B$ exceed $10^{-6}$ hartree in magnitude (290 with unfitted integrals). With a single occupied orbital it coincides with the direct integral. With exchange in the coupling, (15) in general no longer applies.

## BeH₂

Take linear BeH₂ with a Be–H distance of 2.50 bohr, PBE orbitals, the def2-TZVP basis and its def2-TZVP-RI auxiliary set, all electrons correlated. There are 31 basis functions and 3 occupied orbitals, so $N_{ov}=3\times28=84$, while $N_{aux}=79$. The gaps $\Delta_{ia}$ run from 0.218 to 11.1 hartree.

At $\omega=0.50$ hartree, the determinants of order 84 and 79 both give $\ln\det=4.051999$. With $\mathrm{Tr}\,Q=4.586950$, the integrand of (16) is

$$
4.051999-4.586950=-0.534951.
$$

The integral is evaluated by Gauss–Legendre quadrature in $x$, with $\omega=(1+x)/(1-x)$ hartree. Relative to diagonalization with the same fitted integrals, the error is $1.7\times10^{-5}$ hartree with 12 points and $2\times10^{-9}$ hartree in magnitude with 24. The result is

$$
E_c=-0.18406\ \text{hartree}=-5.008\ \text{eV}.
$$

This is the direct-RPA value for these orbitals, this finite basis and fitted integrals. It is neither the basis-set limit of direct RPA, which is not examined here, nor the exact correlation energy. The second-order term (18) is $-0.23051$ hartree. The remainder, $+0.04646$ hartree, has the sign derived above and cancels about 20% of it.

With unfitted integrals the energy is $-0.18432$ hartree, so fitting raises it by 0.27 millihartree, or 0.14%. Restricting the auxiliary set to angular momenta $l\le l_{max}$ gives nested sets:

| $l_{max}$ | $N_{aux}$ | error / millihartree |
|---|---|---|
| 0 | 17 | 103.48 |
| 1 | 47 | 4.22 |
| 2 | 72 | 0.37 |
| 3 | 79 | 0.27 |

All errors are positive and decrease, as (20) requires. For two parallel molecules 8.0 bohr apart the error is 0.53 millihartree, about twice that of one, and the relative error is again 0.14%.

The leading multiplications per frequency for rows of $n$ molecules are:

| $n$ | $N_{ov}$ | $N_{aux}$ | pair space | auxiliary space |
|---|---|---|---|---|
| 1 | 84 | 79 | $1.98\times10^5$ | $6.89\times10^5$ |
| 2 | 336 | 158 | $1.26\times10^7$ | $9.70\times10^6$ |
| 4 | 1344 | 316 | $8.09\times10^8$ | $1.45\times10^8$ |
| 8 | 5376 | 632 | $5.18\times10^{10}$ | $2.23\times10^9$ |

The last column is $N_{aux}^2N_{ov}+N_{aux}^3/3$. For one molecule the auxiliary route is 3.5 times dearer, because building $Q$ outweighs the small saving in the determinant. By this count the balance has turned at two molecules, and at eight the auxiliary route is cheaper by a factor of 23. Against one diagonalization the advantage depends on its constant. If 24 frequencies are used for the row of eight, $N_\omega N_{aux}^2N_{ov}\approx5.2\times10^{10}$, compared with $N_{ov}^3\approx1.6\times10^{11}$ times the constant of the diagonalization. The advantage is then about 3 times that constant, and falls short of 23 unless the constant exceeds about 8. These figures count the full product in (17). Since $Q$ is symmetric, half of it suffices, and the two numbers then become about 6 and about 4.

The numerical check also counts the operations actually executed in a small model whose size is doubled. The observed exponents are 3.97 for building $Q$, 3.00 for its determinant and 6.00 for the pair-space determinant. The first falls slightly below 4 because scaling $B$ by the frequency weights adds $N_{aux}N_{ov}=O(N^3)$ multiplications.

## Computed results

```
BeH2, PBE orbitals, def2-TZVP, all electrons
Be-H distance: 2.50 bohr
occupied orbitals: 3, basis functions: 31
N_ov: 84, N_aux: 79
smallest gap: 0.21774 hartree
largest gap: 11.09891 hartree
E_c auxiliary formula: -0.184056000 hartree
E_c auxiliary formula: -5.00842 eV
E_c spin-orbital RPA matrix: -0.184056000 hartree
E_c unfitted integrals: -0.184321887 hartree
at frequency 0.50 hartree:
  ln det, pair space: 4.051999208
  ln det, auxiliary space: 4.051999208
  ln det from RPA frequencies: 4.051999208
  trace of Q: 4.586949940
  largest eigenvalue of Q: 0.514679
  integrand: -0.534950732
quadrature error, 6 points: 2.2e-03 hartree
quadrature error, 12 points: 1.7e-05 hartree
quadrature error, 24 points: -1.9e-09 hartree
quadrature error, 48 points: -1.9e-12 hartree
second-order term: -0.230514127 hartree
all higher orders: 0.046458127 hartree
fit l<=0, N_aux 17: error 103.4791 millihartree
fit l<=1, N_aux 47: error 4.2209 millihartree
fit l<=2, N_aux 72: error 0.3708 millihartree
fit l<=3, N_aux 79: error 0.2659 millihartree
two BeH2, spacing 8.0 bohr: N_ov 336, N_aux 158
  E_c auxiliary formula: -0.368904936 hartree
  E_c pair-space diagonalization: -0.368904936 hartree
  fitting error: 0.5297 millihartree
rows of n BeH2; leading multiplications per frequency:
  n=1: N_ov 84, N_aux 79, pair 1.98e+05, aux 6.89e+05
  n=2: N_ov 336, N_aux 158, pair 1.26e+07, aux 9.70e+06
  n=4: N_ov 1344, N_aux 316, pair 8.09e+08, aux 1.45e+08
  n=8: N_ov 5376, N_aux 632, pair 5.18e+10, aux 2.23e+09
executed operations, model size 4 -> 8, exponent:
  build Q: 28800 -> 451584, 3.971
  det auxiliary: 4600 -> 36848, 3.002
  det pair space: 36848 -> 2359232, 6.001
```
